# Valley repopulation and the piezoresistance of n-type silicon and germanium: test program

```python
"""Piezoresistance of cubic many-valley semiconductors.

Result under test, for tension positive and fixed nondegenerate density:
  <100> valleys: pi11 = -(2/3) Xi_u (S11-S12) g/kT, pi12 = -pi11/2, pi44 = 0
  <111> valleys: pi11 = pi12 = 0, pi44 = -(1/3) Xi_u S44 g/kT
with g = (K-1)/(2K+1), K = m_l/m_t (longitudinal/transverse mass),
Xi_u, Xi_d = deformation potentials, S = elastic compliances.
Also tested: the pi44 left in the <100> crystal by a shear-induced mass
change, from two bands with coupling D*eps_xy - kx*ky/M and separation G.
Energies are in eV, lengths in angstrom, masses in electron masses.
The direct road is k-space quadrature, a solved chemical potential,
inversion of the conductivity and a finite difference in stress.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

HB2 = const.hbar**2 / const.m_e / const.e * 1e20   # hbar^2/m_e, eV A^2
TO_PA = 1e-30 / const.e                            # A^3/eV to 1/Pa
M_T, M_L = 0.2, 1.0
KT = 0.025
XI_U, XI_D = 10.0, 1.0
C11, C12, C44 = 1.0, 0.4, 0.5                      # eV/A^3
D_SHEAR, M_COUPLING, GAP = 10.0, 0.25, 0.5
VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
AXES_100 = np.eye(3)
AXES_111 = np.array([[1, 1, 1], [1, -1, -1],
                     [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def cubic_matrix(p11, p12, p44):
    matrix = np.diag([p11 - p12] * 3 + [p44] * 3).astype(float)
    matrix[:3, :3] += p12
    return matrix


COMPLIANCE = np.linalg.inv(cubic_matrix(C11, C12, C44))
S11, S12, S44 = COMPLIANCE[0, 0], COMPLIANCE[0, 1], COMPLIANCE[3, 3]


def strain_tensor(stress):
    voigt_strain = COMPLIANCE @ stress
    strain = np.zeros((3, 3))
    for value, (i, j) in zip(voigt_strain, VOIGT):
        strain[i, j] = strain[j, i] = value if i == j else value / 2
    return strain


def k_grid(kt):
    """Spherical product grid in unscaled k, large enough for mass M_L."""
    k_max = np.sqrt(2 * 35 * kt * M_L / HB2)
    x, wx = np.polynomial.legendre.leggauss(50)
    radius, w_radius = k_max * (x + 1) / 2, k_max * wx / 2
    cosine, w_cosine = np.polynomial.legendre.leggauss(28)
    phi = 2 * np.pi * np.arange(44) / 44
    r, c, p = np.meshgrid(radius, cosine, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    points = np.stack([r * s * np.cos(p), r * s * np.sin(p), r * c], axis=-1)
    weights = ((w_radius * radius**2)[:, None, None]
               * w_cosine[None, :, None] * np.full(44, 2 * np.pi / 44))
    return points.reshape(-1, 3), weights.ravel()


GRIDS = {kt: k_grid(kt) for kt in (KT, 2 * KT)}


def inverse_mass(axis, heavy=M_L):
    return np.eye(3) / M_T + (1 / heavy - 1 / M_T) * np.outer(axis, axis)


def transport(inverse_masses, edges, target=None, kt=KT, eta=-12.0,
              tau_power=0.0):
    """Valley densities and resistivity tensor, in common arbitrary units."""
    points, weights = GRIDS[kt]
    velocities = [points @ w for w in inverse_masses]
    energies = [HB2 * np.sum(v * points, axis=1) / 2 for v in velocities]

    def valley_densities(mu):
        return np.array([weights @ expit((mu - edge - energy) / kt)
                         for energy, edge in zip(energies, edges)])

    mu = eta * kt
    if target is not None:
        mu = brentq(lambda m: valley_densities(m).sum() / target - 1,
                    mu - 0.02, mu + 0.02, xtol=1e-16, rtol=1e-15)
    sigma = np.zeros((3, 3))
    for velocity, energy, edge in zip(velocities, energies, edges):
        occupation = expit((mu - edge - energy) / kt)
        factor = (weights * (energy / kt)**tau_power
                  * occupation * (1 - occupation) / kt)
        sigma += velocity.T @ (factor[:, None] * velocity)
    return valley_densities(mu), np.linalg.inv(sigma)


def valley_edges(axes, stress):
    strain = strain_tensor(stress)
    return np.array([XI_D * np.trace(strain) + XI_U * a @ strain @ a
                     for a in axes])


def response(axes, unit_stress, heavy=M_L, **options):
    """Derivative of relative resistivity tensor with respect to stress."""
    masses = [inverse_mass(a, heavy) for a in axes]
    density, rho_0 = transport(masses, np.zeros(len(axes)), **options)
    step = 1e-6
    rho = [transport(masses, valley_edges(axes, sign * step * unit_stress),
                     target=density.sum(), **options)[1] for sign in (1, -1)]
    return (rho[0] - rho[1]) / (2 * step * rho_0[0, 0])


def piezo_matrix(axes):
    columns = []
    for unit_stress in np.eye(6):
        tensor = response(axes, unit_stress)
        columns.append([tensor[i, j] for i, j in VOIGT])
    return np.array(columns).T


def anisotropy_factor(ratio):
    return (ratio - 1) / (2 * ratio + 1)


# Full matrices: direct road against the derived formulas.
g = anisotropy_factor(M_L / M_T)
pi11_formula = -2 / 3 * XI_U * (S11 - S12) * g / KT
pi44_formula = -1 / 3 * XI_U * S44 * g / KT
direct_100, direct_111 = piezo_matrix(AXES_100), piezo_matrix(AXES_111)
# The tolerance covers the residual Fermi correction of order exp(-12).
assert np.allclose(direct_100, cubic_matrix(pi11_formula, -pi11_formula / 2, 0),
                   rtol=0, atol=0.005)
assert np.allclose(direct_111, cubic_matrix(0, 0, pi44_formula),
                   rtol=0, atol=0.005)

# Longitudinal response along a cube axis and a body diagonal.
diagonal = np.ones(3) / np.sqrt(3)
diagonal_stress = np.array([diagonal[i] * diagonal[j] for i, j in VOIGT])
long_100 = diagonal @ response(AXES_100, diagonal_stress) @ diagonal
long_111 = diagonal @ response(AXES_111, diagonal_stress) @ diagonal
assert abs(long_100) < 0.005
assert abs(long_111 - 2 * pi44_formula / 3) < 0.005

# Mass anisotropy, including its absence and its reversal.
axis_stress, shear_stress = np.eye(6)[0], np.eye(6)[5]
ratio_results = []
for ratio in (0.5, 1.0, 2.0, 5.0):
    pi11 = response(AXES_100, axis_stress, heavy=ratio * M_T)[0, 0]
    pi44 = response(AXES_111, shear_stress, heavy=ratio * M_T)[0, 1]
    factor = anisotropy_factor(ratio)
    assert abs(pi11 + 2 / 3 * XI_U * (S11 - S12) * factor / KT) < 0.005
    assert abs(pi44 + 1 / 3 * XI_U * S44 * factor / KT) < 0.005
    ratio_results.append((ratio, factor, pi11, pi44))

# Energy-dependent relaxation time, temperature and degeneracy.
pi11_tau = response(AXES_100, axis_stress, tau_power=-0.5)[0, 0]
pi44_tau = response(AXES_111, shear_stress, tau_power=-0.5)[0, 1]
assert abs(pi11_tau - pi11_formula) < 0.005
assert abs(pi44_tau - pi44_formula) < 0.005
pi11_hot = response(AXES_100, axis_stress, kt=2 * KT)[0, 0]
assert abs(pi11_hot - pi11_formula / 2) < 0.005
eta_dense = 1.0
pi11_dense = response(AXES_100, axis_stress, eta=eta_dense)[0, 0]
z = -mp.exp(eta_dense)
reduction = float(mp.re(mp.polylog(0.5, z) / mp.polylog(1.5, z)))
assert abs(pi11_dense / pi11_formula - reduction) < 1e-5

# One finite tension along [100] in the <100> crystal.
tension = 1e-4
masses_100 = [inverse_mass(a) for a in AXES_100]
density_0, rho_0 = transport(masses_100, np.zeros(3))
edges = valley_edges(AXES_100, tension * axis_stress)
density, rho = transport(masses_100, edges, target=density_0.sum())
shares = density / density.sum()
change_long = rho[0, 0] / rho_0[0, 0] - 1
change_trans = rho[1, 1] / rho_0[0, 0] - 1
boltzmann = np.exp(-edges / KT)
assert np.allclose(shares, boltzmann / boltzmann.sum(), atol=1e-5)
# The linear law omits terms of relative order splitting/kT.
assert abs(change_long / (pi11_formula * tension) - 1) < 0.05

# Shear-induced mass change from two coupled bands near the zone boundary.
K_0 = np.sqrt(GAP * M_L / (2 * HB2))


def lower_band(kx, ky, kz, shear):
    mean = HB2 * (kz**2 / (2 * M_L) + (kx**2 + ky**2) / (2 * M_T))
    split = HB2 * kz * K_0 / M_L
    coupling = D_SHEAR * shear - HB2 * kx * ky / M_COUPLING
    return np.linalg.eigvalsh([[mean + split, coupling],
                               [coupling, mean - split]])[0]


def inverse_mass_xy(shear):
    h = 0.002
    mixed = (lower_band(h, h, K_0, shear) - lower_band(h, -h, K_0, shear)
             - lower_band(-h, h, K_0, shear) + lower_band(-h, -h, K_0, shear))
    return mixed / (4 * h**2 * HB2)


shear_test = 1e-4
mass_term = inverse_mass_xy(shear_test)
mass_term_formula = 2 * D_SHEAR * shear_test / (M_COUPLING * GAP)
assert abs(mass_term / mass_term_formula - 1) < 1e-3
edge_shift = lower_band(0, 0, K_0, shear_test) - lower_band(0, 0, K_0, 0)
assert abs(edge_shift / (-(D_SHEAR * shear_test)**2 / GAP) - 1) < 1e-3


def pi44_from_masses(kt):
    stress_step = 1e-4
    start_density, start_rho = transport(masses_100, np.zeros(3), kt=kt)
    off_diagonal = []
    for sign in (1, -1):
        stress = sign * stress_step * shear_stress
        changed = [w.copy() for w in masses_100]
        term = inverse_mass_xy(strain_tensor(stress)[0, 1])
        changed[2][0, 1] += term
        changed[2][1, 0] += term
        strained_rho = transport(changed, valley_edges(AXES_100, stress),
                                 target=start_density.sum(), kt=kt)[1]
        off_diagonal.append(strained_rho[0, 1])
    return ((off_diagonal[0] - off_diagonal[1])
            / (2 * stress_step * start_rho[0, 0]))


pi44_mass = pi44_from_masses(KT)
pi44_mass_hot = pi44_from_masses(2 * KT)
pi44_mass_formula = (-D_SHEAR * S44 / (M_COUPLING * GAP)
                     / (1 / M_L + 2 / M_T))
assert abs(pi44_mass / pi44_mass_formula - 1) < 1e-3
assert abs(pi44_mass_hot / pi44_mass_formula - 1) < 1e-3


def show(label, value, unit="", digits=3):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}".rstrip())


show("transverse mass m_t", M_T, "m_e", 2)
show("longitudinal mass m_l", M_L, "m_e", 2)
show("mass ratio K", M_L / M_T, "", 1)
show("anisotropy factor g", g, "", 4)
show("kT", KT, "eV")
show("Xi_u", XI_U, "eV", 1)
show("Xi_d", XI_D, "eV", 1)
show("C11", C11, "eV/A^3", 2)
show("C12", C12, "eV/A^3", 2)
show("C44", C44, "eV/A^3", 2)
show("S11", S11, "A^3/eV", 4)
show("S12", S12, "A^3/eV", 4)
show("S11-S12", S11 - S12, "A^3/eV", 4)
show("S44", S44, "A^3/eV", 4)
for name, matrix in (("<100>", direct_100), ("<111>", direct_111)):
    show(name + " pi11 direct", matrix[0, 0], "A^3/eV", 2)
    show(name + " pi12 direct", matrix[0, 1], "A^3/eV", 2)
    show(name + " pi44 direct", matrix[5, 5], "A^3/eV", 2)
show("<100> pi11 formula", pi11_formula, "A^3/eV", 2)
show("<111> pi44 formula", pi44_formula, "A^3/eV", 2)
show("<100> pi11 converted", pi11_formula * TO_PA * 1e11, "1e-11/Pa", 1)
show("<100> pi12 converted", -pi11_formula / 2 * TO_PA * 1e11, "1e-11/Pa", 1)
show("<111> pi44 converted", pi44_formula * TO_PA * 1e11, "1e-11/Pa", 1)
show("<100> longitudinal along [111]", long_100, "A^3/eV", 2)
show("<111> longitudinal along [111]", long_111, "A^3/eV", 2)
for ratio, factor, pi11, pi44 in ratio_results:
    print(f"K={ratio:.1f}: g={factor:.4f}, <100> pi11={round(pi11, 2) + 0.0:.2f},"
          f" <111> pi44={round(pi44, 2) + 0.0:.2f} A^3/eV")
show("<100> pi11, tau ~ E^(-1/2)", pi11_tau, "A^3/eV", 2)
show("<111> pi44, tau ~ E^(-1/2)", pi44_tau, "A^3/eV", 2)
show("<100> pi11 at doubled kT", pi11_hot, "A^3/eV", 2)
show("reduced chemical potential eta", eta_dense, "", 1)
show("degeneracy factor", reduction, "", 4)
show("<100> pi11 at this eta", pi11_dense, "A^3/eV", 2)
show("example tension along [100]", tension, "eV/A^3", 5)
show("edge of x valleys minus y valleys", edges[0] - edges[1], "eV", 6)
show("share in x valleys", shares[0], "", 4)
show("share in y valleys", shares[1], "", 4)
show("longitudinal resistivity change", 100 * change_long, "%", 3)
show("linear-law longitudinal change", 100 * pi11_formula * tension, "%", 3)
show("transverse resistivity change", 100 * change_trans, "%", 3)
show("shear coupling D", D_SHEAR, "eV", 1)
show("coupling mass M", M_COUPLING, "m_e", 2)
show("band separation G", GAP, "eV", 2)
show("test shear strain eps_xy", shear_test, "", 5)
show("inverse-mass term W_xy", mass_term, "1/m_e", 5)
show("edge shift at this shear", edge_shift * 1e6, "1e-6 eV", 3)
show("<100> pi44 from mass change", pi44_mass, "A^3/eV", 2)
show("same at doubled kT", pi44_mass_hot, "A^3/eV", 2)
show("pi44(mass)/pi11 in <100>", pi44_mass / pi11_formula, "", 3)
print("ALL CHECKS PASSED")
```

Running it gives:

```
transverse mass m_t: 0.20 m_e
longitudinal mass m_l: 1.00 m_e
mass ratio K: 5.0
anisotropy factor g: 0.3636
kT: 0.025 eV
Xi_u: 10.0 eV
Xi_d: 1.0 eV
C11: 1.00 eV/A^3
C12: 0.40 eV/A^3
C44: 0.50 eV/A^3
S11: 1.2963 A^3/eV
S12: -0.3704 A^3/eV
S11-S12: 1.6667 A^3/eV
S44: 2.0000 A^3/eV
<100> pi11 direct: -161.62 A^3/eV
<100> pi12 direct: 80.81 A^3/eV
<100> pi44 direct: 0.00 A^3/eV
<111> pi11 direct: 0.00 A^3/eV
<111> pi12 direct: 0.00 A^3/eV
<111> pi44 direct: -96.97 A^3/eV
<100> pi11 formula: -161.62 A^3/eV
<111> pi44 formula: -96.97 A^3/eV
<100> pi11 converted: -100.9 1e-11/Pa
<100> pi12 converted: 50.4 1e-11/Pa
<111> pi44 converted: -60.5 1e-11/Pa
<100> longitudinal along [111]: 0.00 A^3/eV
<111> longitudinal along [111]: -64.65 A^3/eV
K=0.5: g=-0.2500, <100> pi11=111.11, <111> pi44=66.67 A^3/eV
K=1.0: g=0.0000, <100> pi11=0.00, <111> pi44=0.00 A^3/eV
K=2.0: g=0.2000, <100> pi11=-88.89, <111> pi44=-53.33 A^3/eV
K=5.0: g=0.3636, <100> pi11=-161.62, <111> pi44=-96.97 A^3/eV
<100> pi11, tau ~ E^(-1/2): -161.62 A^3/eV
<111> pi44, tau ~ E^(-1/2): -96.97 A^3/eV
<100> pi11 at doubled kT: -80.81 A^3/eV
reduced chemical potential eta: 1.0
degeneracy factor: 0.6518
<100> pi11 at this eta: -105.35 A^3/eV
example tension along [100]: 0.00010 eV/A^3
edge of x valleys minus y valleys: 0.001667 eV
share in x valleys: 0.3187
share in y valleys: 0.3407
longitudinal resistivity change: -1.573 %
linear-law longitudinal change: -1.616 %
transverse resistivity change: 0.805 %
shear coupling D: 10.0 eV
coupling mass M: 0.25 m_e
band separation G: 0.50 eV
test shear strain eps_xy: 0.00010
inverse-mass term W_xy: 0.01600 1/m_e
edge shift at this shear: -2.000 1e-6 eV
<100> pi44 from mass change: -14.55 A^3/eV
same at doubled kT: -14.55 A^3/eV
pi44(mass)/pi11 in <100>: 0.090
ALL CHECKS PASSED
```
